\section*{Thickness oscillations in the surface energy of a free-electron film}

\section{The physical situation}

A metal film a few atomic layers thick confines its conduction electrons between two faces. Motion along the film stays free, while motion across it is quantized into subbands. As the film thickens, subbands drop one after another below the Fermi level, and the cost of having two surfaces rises and falls. Some heights then have lower energy than their neighbours, which matters for how a deposit arranges itself. How far apart are the favoured thicknesses, and how fast does the preference fade?

The model is a gas of non-interacting electrons with spin at zero temperature. A uniform positive background of thickness $L$ fixes the electron number per area at $n_0L$, with $n_0=k_F^3/(3\pi^2)$. Hard walls stand a distance $d$ outside each background edge, so they are separated by $D=L+2d$. Electrostatic energy, exchange, correlation and the lattice potential are left out. Atomic units are used in the algebra. The surface energy per face is
\begin{equation}
\sigma(L)=\tfrac12\left[\frac{E}{A}-\frac{3}{10}k_F^2\,n_0L\right],
\end{equation}
since $\frac{3}{10}k_F^2$ is the bulk energy per electron. The result to be derived, in two ways, is
\begin{equation}
\sigma(L)=\frac{k_F^4}{160\pi}+\frac{k_F^2}{8\pi^2D^2}\sum_{s=1}^{\infty}\frac{\sin(2sk_FD)}{s^3}+O(D^{-3}),\qquad d=\frac{3\pi}{8k_F}.
\label{result}
\end{equation}
For continuously variable $L$, the sum has period $\pi/k_F$, half the Fermi wavelength. Replacing $D$ by $L$ in the prefactor changes $\sigma$ by $O(L^{-3})$, but in the phase $D$ must be kept.

\section{First derivation: waves in the sum over subbands}

\subsection{Fixed chemical potential}

Hard walls allow $k_n=n\pi/D$, $n=1,2,\dots$ At chemical potential $\mu_0=k_F^2/2$, subband $n$ is filled up to an in-plane wavenumber $q_n$ with $q_n^2=k_F^2-k_n^2$. With two spins it holds $2\pi q_n^2/(2\pi)^2=q_n^2/(2\pi)$ electrons per area. Integrating $\partial\Omega/\partial\mu=-N$ with $k_F^2=2\mu$ gives
\begin{equation}
\frac NA=\frac1{2\pi}\sum_n(k_F^2-k_n^2),\qquad
\frac\Omega A=-\frac1{8\pi}\sum_n(k_F^2-k_n^2)^2,
\label{sums}
\end{equation}
over occupied subbands.

Let $F(n)$ be an even function of $n$. Poisson's formula, which is the Fourier series of $\sum_jF(n+j)$ taken at $n=0$, gives $\sum_{n=-\infty}^{\infty}F(n)=\sum_s\int F\,e^{2\pi isn}dn$. Folding negative $n$ onto positive $n$ and halving,
\begin{equation}
\sum_{n=1}^\infty F(n)=\int_0^\infty F\,dn-\tfrac12F(0)+2\sum_{s=1}^\infty\int_0^\infty F\cos(2\pi sn)\,dn .
\label{poisson}
\end{equation}
The term $-F(0)/2$ appears because there is no state with $n=0$.

For $\Omega$, put $g(k)=(k_F^2-k^2)^2$ and $dn=(D/\pi)dk$. Since $\int_0^{k_F}g\,dk=\frac{8}{15}k_F^5$, the smooth part is
\begin{equation}
\frac{\Omega_{\rm sm}}A=-PD+\frac{k_F^4}{16\pi},\qquad P=\frac{k_F^5}{15\pi^2}.
\end{equation}
For the oscillating part, integrate by parts with $a=2sD$:
\begin{equation}
\int_0^{k_F}\! g\cos ak\,dk=\left[\frac{g\sin ak}{a}+\frac{g'\cos ak}{a^2}-\frac{g''\sin ak}{a^3}-\frac{g'''\cos ak}{a^4}+\frac{g''''\sin ak}{a^5}\right]_0^{k_F}.
\end{equation}
At $k_F$ both $g$ and $g'$ vanish, while $g''=8k_F^2$, $g'''=24k_F$ and $g''''=24$. At zero the sines and the odd derivatives vanish. Multiplying by $-\frac1{8\pi}\cdot\frac{2D}{\pi}$,
\begin{equation}
\frac{\Omega_{\rm osc}}A=\frac1{4\pi^2}\sum_s\left[\frac{k_F^2\sin2sk_FD}{s^3D^2}+\frac{3k_F\cos2sk_FD}{2s^4D^3}-\frac{3\sin2sk_FD}{4s^5D^4}\right].
\label{osc}
\end{equation}
The inverse square has a simple origin. A subband enters with energy proportional to $(\mu-\varepsilon_n)^2$, where $\varepsilon_n=k_n^2/2$, so value and slope are continuous and the first break is in the second derivative. That break yields $a^{-3}\propto D^{-3}$, and the density of levels, $D/\pi$, restores one power.

\subsection{Neutrality and fixed electron number}

The same steps for $N$, with $h=k_F^2-k^2$, use $\int_0^{k_F}h\,dk=\frac23k_F^3$ and
\begin{equation}
\int_0^{k_F}h\cos ak\,dk=-\frac{2k_F\cos ak_F}{a^2}+\frac{2\sin ak_F}{a^3}.
\end{equation}
Hence
\begin{equation}
\frac{N(\mu_0)}A=n_0D-\frac{k_F^2}{4\pi}-\frac{k_F}{2\pi^2D}\sum_s\frac{\cos2sk_FD}{s^2}+O(D^{-2}).
\label{number}
\end{equation}
The smooth part equals $n_0L$ if $2dn_0=k_F^2/(4\pi)$, that is, $d=3\pi/(8k_F)$. The wave functions vanish at the walls, so the walls must stand outside the background for the interior to keep its bulk density. If they stood at its edges, the missing $k_F^2/(4\pi)$ electrons per area would have to be added by raising $\mu$. With $\partial(N/A)/\partial\mu\simeq k_FD/\pi^2$, this would add a smooth energy $k_F^3/(32D)$ to leading order, which decays more slowly than the oscillation.

There remains a mismatch $\Delta N=N-N(\mu_0)$, with $\Delta N/A=O(1/D)$. Let $\mu_*$ be the true chemical potential. Since $E=\Omega(\mu_*)+\mu_*N$,
\begin{equation}
E-\Omega(\mu_0)-\mu_0N=\int_{\mu_0}^{\mu_*}[N-N(\mu)]\,d\mu .
\end{equation}
$N(\mu)$ increases with $\mu$, so the right side is not negative. Its slope is at least $A\nu_{\min}/\pi$, where $\nu_{\min}$ is the smallest number of occupied subbands between the two potentials. Taking $N(\mu)$ as the integration variable gives
\begin{equation}
0\le \frac{E-\Omega(\mu_0)-\mu_0N}{A}\le\frac{\pi}{2\nu_{\min}}\left(\frac{\Delta N}{A}\right)^2=O(D^{-3}),
\end{equation}
because $\nu_{\min}$ grows as $D$. Fixing the number instead of the potential therefore leaves the leading oscillation unchanged.

Now assemble $2\sigma$. As $\mu_0n_0=k_F^5/(6\pi^2)=\frac52P$ and $\frac{3}{10}k_F^2=\frac35\mu_0$, the terms proportional to thickness are $-PD+\frac25\mu_0n_0L=-P(D-L)=-2dP$. Thus
\begin{equation}
2\sigma_\infty=\frac{k_F^4}{16\pi}-\frac{3\pi}{4k_F}\frac{k_F^5}{15\pi^2}=\frac{k_F^4}{\pi}\left(\frac1{16}-\frac1{20}\right)=\frac{k_F^4}{80\pi}.
\end{equation}
Adding the first term of (\ref{osc}) and halving gives (\ref{result}).

\section{Second derivation: finite sums at fixed number}

This route uses neither Fourier analysis nor the grand potential. Let $\nu$ subbands be occupied, and define $\varepsilon_1=\pi^2/(2D^2)$, $x=k_FD/\pi$, $t=x-\nu$ and $\mu_*=\varepsilon_1y^2$. A subband holds $(\mu_*-\varepsilon_n)/\pi$ electrons per area with mean energy $(\mu_*+\varepsilon_n)/2$, so
\begin{equation}
\frac NA=\frac{\varepsilon_1}{\pi}(\nu y^2-S_2),\qquad \frac EA=\frac{\varepsilon_1^2}{2\pi}(\nu y^4-S_4),
\end{equation}
with the elementary sums
\begin{equation}
S_2=\sum_{n=1}^\nu n^2=\frac{\nu^3}3+\frac{\nu^2}2+\frac\nu6,\qquad
S_4=\sum_{n=1}^\nu n^4=\frac{\nu^5}5+\frac{\nu^4}2+\frac{\nu^3}3-\frac\nu{30}.
\end{equation}
With the same $d$, $n_0L=n_0D-k_F^2/(4\pi)=(\varepsilon_1/\pi)Q$, where $Q=\frac23x^3-\frac12x^2$. Neutrality thus requires $\nu y^2=Q+S_2$. The bulk energy to be subtracted is $\frac{3}{10}(2\varepsilon_1x^2)(\varepsilon_1/\pi)Q=\frac{\varepsilon_1^2}{2\pi}\cdot\frac65x^2Q$. Therefore
\begin{equation}
2\sigma=\frac{\pi^3}{8D^4}\,B,\qquad B=\frac{(Q+S_2)^2}{\nu}-S_4-\frac65x^2Q .
\label{B}
\end{equation}

Write $Q+S_2=\nu x^2+r$. Inserting $\nu=x-t$, the cubic and quadratic terms in $x$ cancel, leaving
\begin{equation}
r=x\left(t^2-t+\tfrac16\right)-\tfrac13\left(t^3-\tfrac32t^2+\tfrac12t\right)\equiv xB_2(t)-\tfrac13B_3(t).
\end{equation}
Since $(\nu x^2+r)^2/\nu=\nu x^4+2x^2r+r^2/\nu$ and $r=Q+S_2-\nu x^2$,
\begin{equation}
B=-(\nu x^4-2x^2S_2+S_4)+\tfrac45x^2Q+\frac{r^2}\nu .
\end{equation}
The pieces in the parenthesis, expanded in $x$, are
\begin{align}
\nu x^4&=x^5-tx^4,\\
2x^2S_2&=\tfrac23x^5+(1-2t)x^4+2B_2x^3-\tfrac23B_3x^2,\\
S_4&=\tfrac15x^5+(\tfrac12-t)x^4+2B_2x^3-2B_3x^2+O(x).
\end{align}
Their combination is $\frac8{15}x^5-\frac12x^4-\frac43B_3x^2+O(x)$. As $\frac45x^2Q=\frac8{15}x^5-\frac25x^4$ and $r^2/\nu=O(x)$,
\begin{equation}
B=\frac{x^4}{10}+\frac43x^2B_3(t)+O(x).
\end{equation}
Substitution into (\ref{B}) with $x=k_FD/\pi$ gives
\begin{equation}
2\sigma=\frac{k_F^4}{80\pi}+\frac{\pi k_F^2}{6D^2}B_3(t)+O(D^{-3}).
\label{second}
\end{equation}

One point needs care: $\nu$ is the integer part of $y$, not of $x$. With the integer part of $x$ as trial $\nu$, the number at $\mu_0$ misses its required value by $(\varepsilon_1/\pi)r$, with $r=O(x)$. The slope in $y^2$ is of order $x$, so $y^2-x^2=O(1)$ and $y-x=O(1/x)$. Hence $t$ can leave the interval from 0 to 1 by at most $\delta=O(1/x)$. Because $B_3(1+\delta)-B_3(\delta)=3\delta^2$, replacing $t$ by the fractional part of $x$ changes $x^2B_3$ by $O(1)$, below the order retained.

To see that (\ref{second}) agrees with (\ref{result}), expand $B_3$ on $0\le t\le1$ in a Fourier series. It is odd about $t=\frac12$, so it contains sines alone. $B_3$ vanishes at both ends, $B_3'=3B_2$ is equal there, and $B_3''=6t-3$ runs from $-3$ to $3$. Three integrations by parts give $2\int_0^1B_3\sin(2\pi st)\,dt=12/(2\pi s)^3$, so
\begin{equation}
\sum_s\frac{\sin2\pi st}{s^3}=\frac{2\pi^3}3B_3(t).
\end{equation}
The two forms coincide. The polynomial also gives the peak: $B_3'=0$ at $t=\frac12(1\mp1/\sqrt3)$, where the sine sum reaches $\pm0.9945$.

\section{What each derivation assumes}

Both assume independent electrons, sharp faces, zero temperature, many occupied subbands and neutrality through $d$. The second also relies on closed power sums, which levels proportional to $n^2$ provide. In return it works at fixed number throughout. The first needs a separate argument to pass from fixed potential to fixed number, but it needs no closed sums. With $k$ a smooth odd function of $n$, it extends to the finite walls and the finite temperature treated below.

\subsection{Finite walls}

Let the walls be a square barrier of height $k_0^2/2>\mu_0$. With $\kappa=\sqrt{k_0^2-k^2}$, matching gives $\tan(kD/2)=\kappa/k$ for even states and $-\cot(kD/2)=\kappa/k$ for odd ones. Since $\arctan(\kappa/k)=\frac\pi2-\arcsin(k/k_0)$, both read
\begin{equation}
kD+\delta(k)=n\pi,\qquad \delta(k)=2\arcsin(k/k_0).
\end{equation}
Apply (\ref{poisson}) to $F(n)=(k_F^2-k(n)^2)^2$. At the Fermi edge $F$ and its slope vanish, and $d^2F/dn^2=8k_F^2\pi^2/(D+\delta')^2$ with $\delta'=\delta'(k_F)$. At $n=0$ the odd derivatives vanish because $k$ is odd in $n$. The leading part of the cosine integral is $-(d^2F/dn^2)\sin(2\pi sn_F)/(2\pi s)^3$, where $\pi n_F=k_FD+\delta(k_F)$. Multiplication by $-\frac1{8\pi}\cdot2$ gives
\begin{equation}
\frac{\Omega_{\rm osc}}A\simeq\frac{k_F^2}{4\pi^2(D+\delta')^2}\sum_s\frac{\sin\{2s[k_FD+\delta(k_F)]\}}{s^3}.
\end{equation}
The period and the power survive; the phase and the effective length change. The offset $d$ must be chosen anew for neutrality, after which the fixed-number argument applies as before.

\subsection{Finite temperature}

At temperature $T$ (in energy units), $\Omega$ is the zero-temperature $\Omega(\mu+\eta)$ averaged with the weight $-f'(\eta)$, where $f$ is the Fermi function. To leading order the phase shifts by $b\eta$, with $b=2sD/k_F$. Near its poles $\eta_j=i\pi T(2j+1)$ the weight is $-T/(\eta-\eta_j)^2$, so residues give
\begin{equation}
\int(-f')e^{ib\eta}d\eta=2\pi bT\sum_{j\ge0}e^{-\pi bT(2j+1)}=\frac{X}{\sinh X},\quad X=\frac{2\pi sDT}{k_F}.
\end{equation}
At $X=1$ this factor is still 0.85. For $X$ well above one it approaches $2Xe^{-X}$, and the inverse-square law gives way to exponential decay.

\section{A film built of whole layers}

Take $k_F=1.60$ \AA$^{-1}$, hence a Fermi energy $E_F=9.754$ eV, and a layer spacing $a=2.90$ \AA. The period is $\pi/k_F=1.9635$ \AA, and $\sigma_\infty=E_Fk_F^2/(80\pi)=99.3$ meV/\AA$^2$, or 1.59 J/m$^2$.

For five layers $L=14.50$ \AA\ and $D=14.50+2(0.7363)=15.97$ \AA. Then $k_FD/\pi=8.135$, $t=0.135$, and the sine sum is 0.880. With $k_F^2=2E_F$ the leading deviation is
\begin{equation}
\frac{E_F}{4\pi^2D^2}\times0.880=\frac{9.754\times0.880}{39.48\times255.1}\ \text{eV/\AA}^2\simeq0.85\ \text{meV/\AA}^2 .
\end{equation}
The full subband sum gives 0.89. The table lists $\sigma-\sigma_\infty$ and $C_N=E_{N+1}+E_{N-1}-2E_N$ for the whole film per area, in meV/\AA$^2$. The finite barrier lies 4 eV above the Fermi level, and its column is measured from its own thick-film limit, 108.7 meV/\AA$^2$; $C_N$ is for hard walls.

\begin{center}
\begin{tabular}{rrrrr}
$N$ & full sum & leading & finite wall & $C_N$\\
4 & $-1.106$ & $-1.062$ & $-1.160$ & $11.03$\\
5 & $0.893$ & $0.853$ & $0.878$ & $-6.58$\\
6 & $-0.400$ & $-0.381$ & $-0.487$ & $4.15$\\
7 & $0.383$ & $0.358$ & $0.444$ & $-2.62$\\
9 & $0.142$ & $0.125$ & $0.226$ & $-0.93$\\
11 & $0.005$ & $-0.008$ & $0.095$ & $-0.04$\\
12 & $0.022$ & $0.026$ & $-0.024$ & $-0.21$\\
13 & $-0.065$ & $-0.071$ & $0.007$ & $0.40$
\end{tabular}
\end{center}

If half the area of an $N$-layer film goes to $N+1$ layers and half to $N-1$, the energy changes by $C_N/2$ per area, step energies aside. In this model the five-layer film gains 3.3 meV/\AA$^2$ by this splitting, while the four- and six-layer films lose. A positive $C_N$ shows stability against neighbouring heights only. With a deviation of $-0.146$ at eight layers, the six-layer film still gains $0.45$ meV/\AA$^2$ by going half to four and half to eight layers, since $-1.106-0.146+2(0.400)=-0.45$.

From four layers to eleven the deviation falls, on the whole, faster than $D^{-2}$, because whole layers sample the oscillation. One layer is 1.4770 periods, close to $3/2$. The first harmonic, $-\cos(2k_FL)$, becomes $-(-1)^N\cos(\pi N/21.7)$: an odd-even alternation that reverses every 21.7 layers, first near $N=11$. Near this node the leading term is small and the next order decides the sign, as at $N=11$. For continuous thickness, the peak-to-peak size at 40 and 160 periods gives a decay exponent of $-2.000$.

These parameters lie in the rough range of dense simple metals, whose work functions are roughly 4 eV; the layer spacing is a round value. The reversal length $1/|2k_Fa/\pi-3|$ is very sensitive to both: lowering $k_F$ by 2\%, to 1.57 \AA$^{-1}$, shortens it from 21.7 to about 10 layers, and when $k_Fa/\pi$ is far from a half-integer there is no lasting odd-even alternation. Real surfaces are not hard walls. The finite barrier raises $\sigma_\infty$ to 108.7 meV/\AA$^2$. Unlike the hard-wall value, which is purely kinetic, this total includes the potential energy of the electrons that leak into the barrier; that part exceeds the total, so the kinetic part alone is negative. The barrier also shifts the phase like 0.097 \AA\ of added thickness. That is 0.31 rad, which moves the first node by $0.31\times21.7/\pi\simeq2.1$ layers, to about $N=13$, where the finite-wall column is indeed close to zero. Room temperature reduces the first harmonic at five layers by 0.75\%; $X=1$ is reached near $D=75$ \AA. Uneven height can matter far more, if terraces are wide compared with the Fermi wavelength so that each height contributes its own film energy and steps are neglected. Around five layers, well away from a node of the alternation, neighbouring heights deviate with opposite signs, so a 1:2:1 mixture of four, five and six layers, whose weights cancel a pure odd-even alternation, has a mean deviation of 0.07 instead of 0.89 meV/\AA$^2$. The omitted electrostatic, exchange-correlation and lattice effects are not sized here, so neither $\sigma_\infty$ nor the list of favoured heights is a prediction for a particular metal. The numerical output gives the remaining values.

\section*{Table of computed values}
\begin{verbatim}
Fermi wavenumber kF = 1.60 1/angstrom
Fermi energy = 9.754 eV
electron density n0 = 0.1383 1/angstrom^3
layer spacing a = 2.90 angstrom
oscillation period pi/kF = 1.9635 angstrom
period from spectral scan = 1.9636 angstrom
decay exponent measured (40 to 160 periods) = -2.0002
wall offset d per face = 0.7363 angstrom
thick-film sigma, hard walls = 99.349 meV/angstrom^2
the same = 1.592 J/m^2
layer spacing in periods = 1.4770
alternation reverses every 21.70 layers (formula)
alternation reverses every 21.71 layers (subband sums)
Table: deviation of sigma from thick-film value, meV/angstrom^2
curv = E(N+1)+E(N-1)-2E(N) of the whole film, meV/angstrom^2
 N  L(angstrom)  full sum  leading  lead+next  finite wall   curv
 4      11.60    -1.1060   -1.0617   -1.1085     -1.1600   11.0294
 5      14.50     0.8925    0.8526    0.8936      0.8775   -6.5824
 6      17.40    -0.4002   -0.3806   -0.4008     -0.4874    4.1513
 7      20.30     0.3828    0.3582    0.3831      0.4441   -2.6227
 8      23.20    -0.1456   -0.1353   -0.1458     -0.2211    1.6326
 9      26.10     0.1424    0.1254    0.1424      0.2263   -0.9259
10      29.00    -0.0327   -0.0269   -0.0328     -0.0927    0.4246
11      31.90     0.0046   -0.0079    0.0043      0.0954   -0.0393
12      34.80     0.0222    0.0256    0.0222     -0.0241   -0.2093
13      37.70    -0.0648   -0.0706   -0.0649      0.0069    0.4020
five layers: wall distance D = 15.973 angstrom
five layers: fractional part t of kF D/pi = 0.1348
five layers: sum of sin(2 s kF D)/s^3 = 0.8804
largest value of that sum = 0.9945 at t = 0.2113
five layers: leading envelope of sigma = 0.9631 meV/angstrom^2
temperature = 300 K, kB T = 0.02585 eV
five layers: thermal factor, s=1 = 0.9925
finite barrier above Fermi level = 4.0 eV
thick-film sigma, finite wall = 108.703 meV/angstrom^2
finite wall: wall offset d per face = 0.1593 angstrom
finite wall: phase shift as added thickness = 0.0974 angstrom
finite wall: envelope length at five layers = 16.770 angstrom
heights 4,5,6 mixed 1:2:1, mean deviation = 0.0697 meV/angstrom^2
finite-wall formula, worst error / envelope scale = 0.0086
thermal formula, worst error / envelope scale = 0.0137
\end{verbatim}
